Charge-Transfer Errors in Semilocal TDDFT: Orbital Gap versus Electron-Hole Attraction

An acid generator in a photoresist can absorb light in two different ways. A local excitation rearranges electrons within one chromophore. A charge-transfer excitation moves an electron to the chromophore from a neighbour, such as an amine added as a base quencher. Suppose that semilocal time-dependent density functional theory (TDDFT) gives the local energy well. Does this validate its charge-transfer energies? And if those are too low, is the missing attraction between electron and hole to blame?

The answer to both questions is no. An attraction lowers an energy, so leaving it out raises the result. Something else must pull the semilocal energy down, and a small pair of molecules shows what it is.

**A counter-example**

The donor D is ammonia, the parent compound of the amines. The acceptor A is thioformaldehyde, a small chromophore with an n→π* transition. Neither is an acid generator; they isolate the mechanism. The nitrogen atom lies at a distance R above the midpoint of the C–S bond, on the normal to the chromophore plane. The threefold axis of ammonia is parallel to that plane. All nuclei are fixed and the pair is in vacuum. Unless stated otherwise, the basis is 6-31G.

First, the local excitation of the acceptor alone. TDDFT with the semilocal functional PBE, in the Tamm-Dancoff approximation, gives 2.28 eV. The wavefunction method EOM-CCSD gives 2.36 eV in the same basis. Relative to it, PBE is low by 0.08 eV, which would pass as a successful validation.

Next, the transfer of an electron from D to A. Let IP be the ionization energy of D and EA the electron affinity of A. Separated ions cost IP − EA, and bringing them to a distance R gains 1/R in atomic units:

  ω_CT = IP − EA − 1/R.  (1)

Differences of MP2 total energies give IP = 9.92 eV and EA = −0.92 eV, so IP − EA = 10.84 eV. At R = 6 angstrom the attraction is 2.40 eV. The reference energy is therefore

  ω_CT = 10.84 − 2.40 = 8.44 eV.

PBE gives 1.56 eV for the same state. It is 6.87 eV below the reference and, in this basis, even lies below the local excitation. (Sums of rounded values can differ by one in the last digit.)

Now test the proposed cause. If the attraction were the only thing missing, the result would be 10.84 eV, which is 2.40 eV too high. If we add the attraction to the PBE result, we get

  1.56 − 2.40 = −0.84 eV,

in this basis an excited state below the ground state. The supposed repair makes the error larger.

The fault is in the starting point. The PBE orbital gap, from the highest donor orbital to the lowest acceptor orbital, is 1.56 eV, whereas IP − EA is 10.84 eV. Define the gap deficit

  G = IP − EA − Δε,  (2)

where Δε is the orbital gap. Here G = 9.27 eV. The signed error is

  −G + 1/R = −9.27 + 2.40 = −6.87 eV.

The missing attraction hides part of the gap error.

**The correct statement**

Take a neutral closed-shell donor and acceptor with negligible orbital overlap. Consider a singlet transition from orbital i on D to orbital a on A, in the adiabatic Tamm-Dancoff approximation, with a functional that contains a global fraction α of exact exchange. To leading order at large R,

  ω = Δε − α/R, Δε = ε_a − ε_i.  (3)

A semilocal functional has α = 0. Subtracting (1) from (3) and using (2),

  ω − ω_CT = −G + (1 − α)/R.  (4)

For α = 0 the energy is too low when G > 1/R, that is, when R > 1/G. The underestimation comes from G. The missing attraction makes the distance dependence wrong and partly cancels the underestimation.

**Proof: the reference energy**

Before the transfer the energy is E(D) + E(A), apart from interactions between neutral molecules. Afterwards it is E(D⁺) + E(A⁻) − 1/R. The difference is (1), because IP = E(D⁺) − E(D) and EA = E(A) − E(A⁻). Dipoles on the ions can add terms of order 1/R², quadrupoles terms of order 1/R³, and polarization terms of order 1/R⁴. The chosen orientation removes the leading charge-dipole term.

Equation (1) can be examined without response theory. In Hartree-Fock theory one can converge the pair directly with an electron moved from D to A, keeping at each iteration the orbitals that best overlap the intended occupied ones. At 6 angstrom this state lies 7.03 eV above the ground state. Separate Hartree-Fock calculations on the fragments, combined with −1/R, give 7.04 eV. At 10 angstrom the values are 7.99 and 8.00 eV.

**Proof: the response energy**

Let the orbitals be real, with i, j occupied and a, b virtual. Write a weakly perturbed orbital as

  φ_i(t) = e^(−iε_i t) [φ_i + Σ_a x_ia e^(−iωt) φ_a].

The i in the exponents next to t is the imaginary unit. The Tamm-Dancoff approximation consists in leaving out the companion term in e^(+iωt). Insert this into the time-dependent orbital equation, project on φ_a, and collect the first-order terms:

  (ε_i + ω) x_ia = ε_a x_ia + ⟨a|δF|i⟩,

so that

  ω x_ia = (ε_a − ε_i) x_ia + ⟨a|δF|i⟩.  (5)

Here δF is the change of the effective one-electron operator. For a singlet both spins change alike, and the density amplitude is

  δρ(r) = 2 Σ_jb x_jb φ_j(r) φ_b(r).

Use the notation

  (pq|rs) = ∬ φ_p(r)φ_q(r) φ_r(r′)φ_s(r′) / |r − r′| dr dr′.

The Hartree potential of δρ contributes 2 Σ (ia|jb) x_jb. The semilocal exchange-correlation potential contributes 2 Σ (ia|f|jb) x_jb, where f is its derivative with respect to the density. Exact exchange acts within one spin, whose density matrix changes by Σ x_jb φ_b(r)φ_j(r′). Its contribution is

  −α Σ_jb x_jb ∬ φ_a(r)φ_b(r) φ_j(r′)φ_i(r′) / |r − r′| dr dr′ = −α Σ_jb (ij|ab) x_jb.

Equation (5) is thus an eigenvalue problem for the matrix

  A(ia,jb) = δ_ij δ_ab (ε_a − ε_i) + 2(ia|jb) + 2(ia|f|jb) − α(ij|ab).  (6)

For the charge-transfer transition the diagonal element is

  A(ia,ia) = Δε + 2(ia|ia) + 2(ia|f|ia) − α(ii|aa).  (7)

The second term contains the product φ_i(r)φ_a(r) at each of its two points. This product vanishes with the overlap of the orbital tails, and so does the term.

The third term contains the same product, but f can grow where the density is small. For local exchange, |f| is proportional to ρ^(−2/3). Since ρ ≥ 2φ_i², the integrand φ_i²φ_a²|f| is at most a constant times |φ_i|^(2/3) φ_a², which still vanishes with separation. For a gradient-corrected functional I take the same disappearance as an assumption. In the PBE example the charge-transfer energy and the orbital gap agree to the digits given.

The last integral in (7) has a different structure. It is the Coulomb interaction of two normalized densities, φ_i² on D and φ_a² on A, and tends to 1/R. This gives the diagonal value in (3).

Couplings to other transitions remain. The Hartree and semilocal couplings of ia to jb again contain φ_iφ_a and vanish. The exchange coupling (ij|ab) survives if j is also on D and b is also on A. If only one orbital changes, one of the two distributions has zero net charge by orthogonality, and the coupling is at most of order 1/R². Away from degeneracy it changes the energy in second order, by at most order 1/R⁴. Equation (3) follows as the leading result. ∎

**The exchange fraction at work**

Three functionals with different α show the tail at 6 angstrom, where 1/R = 2.40 eV.

- PBE, α = 0: the gap is 1.56 eV and the excitation energy is 1.56 eV.
- PBE0, α = 1/4: the gap is 4.32 eV and the excitation energy is 3.72 eV. The reduction is 0.60 eV, equal to 2.40/4.
- Hartree-Fock, α = 1: the gap is 12.57 eV and the excitation energy is 10.17 eV. The reduction is 2.40 eV.

The Hartree-Fock value comes from diagonalizing the full matrix (6). For PBE and PBE0 the matrix was diagonalized among transitions from the four highest occupied to the two lowest virtual orbitals. The truncation can be controlled. Let x be the normalized approximate eigenvector, with components c_k along the exact eigenvectors of A, whose eigenvalues are λ_k. Then

  |Ax − ωx|² = Σ_k (λ_k − ω)² c_k² ≥ min_k (λ_k − ω)²,

because Σ c_k² = 1. Some eigenvalue of the full matrix therefore lies within |Ax − ωx| of ω. At 6 angstrom this bound is 0.02 eV for PBE and 0.05 eV for PBE0.

Distance gives a second view. From 6 to 10 angstrom the attraction weakens from 2.40 to 1.44 eV, so the reference rises by 0.96 eV. The Hartree-Fock response energy rises by 0.97 eV, and the PBE energy by 0.01 eV. The PBE error thus grows from −6.87 to −7.82 eV: as the attraction fades, less of the gap error is cancelled.

The crossover distance 1/G is 1.55 angstrom for this pair. That is a bonding distance, where the assumption of separated orbitals has failed. It should not be read as a place where PBE becomes accurate. It shows that the error has no sign change in the range where (4) applies.

**Where the gap deficit comes from**

Let a spin orbital k hold a fractional number n of electrons. In a semilocal functional, the explicit derivative of the total energy with respect to n is the expectation value of the one-electron operator in φ_k, which is ε_k. Relaxation of the orbitals adds nothing to first order: its contribution is a sum of occupations times ε_j δ⟨φ_j|φ_j⟩, and normalization makes each variation zero. Hence

  dE/dn = ε_k(n),  (8)

which is Janak's theorem. Integrating from the ion to the neutral donor, and from the neutral acceptor to its anion, gives

  IP = −∫₀¹ ε_H(n) dn, −EA = ∫₀¹ ε_L(n) dn,  (9)

where H is the highest occupied donor orbital and L the lowest empty acceptor orbital.

The orbital energies used in Δε are end values, ε_H(1) and ε_L(0). IP and EA need averages. If the orbital energies rise linearly with occupation, with slopes U_D and U_A, then

  IP = −ε_H(1) + U_D/2,
  −EA = ε_L(0) + U_A/2.

Adding these and subtracting Δε gives

  G = (U_D + U_A)/2  (10)

within the functional's own total energies. A positive slope means that the energy is convex in electron number: each added portion of charge is repelled by the portion already present.

For a linear function the average is the midpoint value, so half-filled orbitals provide a direct comparison. For ammonia, PBE gives −ε_H(1) = 4.97 eV. With half an electron in that spin orbital, minus its energy is 10.48 eV. The PBE total-energy difference is IP = 10.40 eV. For thioformaldehyde, −ε_L(0) = 3.40 eV, the half-filled value is −0.28 eV, and the total-energy difference is EA = −0.27 eV.

PBE total energies therefore give IP − EA = 10.40 + 0.27 = 10.67 eV, close to the MP2 value of 10.84 eV. The large failure lies in using end slopes as if they were the finite energies of removing and adding an electron.

**Why the local result does not settle the matter**

The same expansion contrasts the two kinds of excitation. Move one electron from i to a, and let U_ia be the change of ε_i per electron placed in a. To second order in the occupation changes −1 and +1, the total-energy difference is

  ΔE = ε_a − ε_i + (U_ii + U_aa)/2 − U_ia.  (11)

For distant fragments, U_ii = U_D and U_aa = U_A, while U_ia tends to the Coulomb interaction 1/R. Equation (11) then becomes Δε + G − 1/R, which is (1). The semilocal response energy keeps Δε and loses both corrections.

Within one chromophore the three constants describe charge in the same region. If they are similar in size, the corrections in (11) largely cancel and the orbital gap is already a reasonable start. I did not compute these constants for the n→π* transition, so this is a plausible reading of its small error. The logical point does not depend on it: a local energy does not probe the cost of charging two separate molecules.

**What a remedy must do**

In the response matrix (6), with a semilocal f whose contribution vanishes with separation, restoring the tail requires full exact exchange at long range. Range-separated hybrids can supply it by using exact exchange with the interaction erf(μr)/r. With μ = 0.3 per bohr, the attraction integral for this pair at 6 angstrom is 2.39 eV, the same as with the full Coulomb interaction. The part removed at short range does not matter here.

The correct tail is still insufficient. Hartree-Fock response has it, yet its energy of 10.17 eV is 1.74 eV above the MP2-based reference. For fixed orbitals, the Hartree-Fock energy is linear in the occupation of one spin orbital, because its self-repulsion is cancelled by exchange. The relaxed energy is the minimum of such straight lines and is therefore concave. End slopes then make the gap too large compared with Hartree-Fock total energies: 12.57 eV against 7.04 + 2.40 = 9.44 eV. A useful functional needs both the tail and suitable frontier orbital energies.

**Ionic acid generators**

Many acid generators are onium salts, for which (1) needs another Coulomb term. If the initial charges are q_D and q_A, the transfer changes their interaction by

  [(q_D + 1)(q_A − 1) − q_D q_A]/R = (q_A − q_D − 1)/R.  (12)

For a neutral donor and a singly charged cation this is zero. For an anion donating to a cation it is +1/R. In both cases IP and EA refer to the isolated fragments in their initial charge states.

The orbital gap already contains part of (12). The charge q_A shifts ε_i by −q_A/R, and q_D shifts ε_a by −q_D/R, so the gap changes by (q_A − q_D)/R. What semilocal response lacks is once more −1/R. The absence of a 1/R law in the true energy for a neutral donor and a singly charged cationic acceptor is thus no sign that the functional is right. This comparison presumes that the calculated ground state keeps the charges q_D and q_A. If the lowest empty orbital of a cation falls below the highest occupied orbital of the donor, a semilocal calculation can move charge already in the ground state, and the comparison no longer applies. In a resist film, the surrounding material would also screen these terms and shift the ion energies. No ionic pair was computed here; this section rests on the point-charge argument alone.

**How far the numbers can be trusted**

The acceptor's computed affinity is negative, but this does not show that the real anion is unbound: a small basis can describe an anion so poorly that a bound one appears unbound. With polarization and diffuse functions added (6-31+G*), MP2 gives IP = 10.54 eV and EA = −0.26 eV. Each rises by more than 0.6 eV. The two shifts nearly cancel in the difference, which changes only from 10.84 to 10.80 eV. This cancellation belongs to the example and does not show that the basis has converged. The PBE pair was not recomputed in that basis, but the PBE levels of the separate fragments shift: the highest donor orbital drops by about 1 eV, and the gap grows to about 2.4 eV. The charge-transfer energy then lies slightly above the local excitation of about 2.2 eV, subtracting 2.40 eV no longer gives a negative energy, and the error is about −6 eV. The size of the PBE error, the ordering of the two states and the negative value −0.84 eV therefore belong to 6-31G. The large underestimation and its origin in G do not.

The reference also omits correlation beyond MP2, relaxation of the nuclei, the surrounding resist, and the higher multipole and polarization terms in (1). These omissions limit the accuracy of the quoted error. They do not alter its sign analysis: a missing attraction cannot be what makes the energy too low.
